# Photon correlations and antibunching in resonant fluorescence from a single atom, part 1

(Sections cited here and not found follow in the second part.)

## From the detected field to the atom

A single fixed atom with ground state $|g\rangle$ and excited state $|e\rangle$ is driven by a laser tuned to its transition frequency $\omega_0$. It scatters light into initially empty modes. Detectors record the scattered photons, and the question is how the detection of one photon changes the probability of detecting another after a delay $\tau\ge 0$.

Units have $\hbar=1$. The atomic operators are

$$
\sigma_-=|g\rangle\langle e|,\qquad \sigma_+=|e\rangle\langle g|,\qquad n=\sigma_+\sigma_-=|e\rangle\langle e| .
$$

They obey $\sigma_-^2=\sigma_+^2=0$ and $[\sigma_+,\sigma_-]=|e\rangle\langle e|-|g\rangle\langle g|=2n-1$.

The laser is a coherent state of the field. Shifting each mode operator by its coherent amplitude turns this state into the vacuum, and the amplitude then acts on the atom as a classical drive, $\Omega\cos(\omega_0t)(\sigma_++\sigma_-)$. In the frame rotating at $\omega_0$, $\sigma_\pm$ acquires the factor $e^{\pm i\omega_0t}$. The product with the cosine contains the constant part $\frac12(\sigma_++\sigma_-)$ and parts oscillating at $2\omega_0$. The latter are dropped, which requires $\Omega\ll\omega_0$. The driven atom has the Hamiltonian

$$
H_A=\frac{\Omega}{2}(\sigma_++\sigma_-),\qquad \Omega>0 .
$$

Here $\Omega$ is the full Rabi angular frequency: without decay, an atom starting in $|g\rangle$ has excited population $\sin^2(\Omega t/2)$.

For a fixed transition dipole, one combination of field modes at each frequency couples to the atom. Let $b_\omega$ annihilate a photon in it, with $\omega$ measured from $\omega_0$ and $[b_\omega,b^\dagger_{\omega'}]=\delta(\omega-\omega')$. The coupling is taken as constant over a band much wider than $\Omega$ and $\Gamma$, so the frequency integrals may run from $-\infty$ to $\infty$:

$$
H=H_A+\int d\omega\,\omega\,b_\omega^\dagger b_\omega
+i\sqrt{\frac{\Gamma}{2\pi}}\int d\omega\,(b_\omega^\dagger\sigma_--\sigma_+b_\omega).
$$

The constant $\Gamma$ fixes the coupling strength; part (b) identifies it as the population decay rate. The flat band makes the field memoryless. The results therefore apply to delays much longer than the inverse bandwidth of the real coupling. Values at zero delay are those of the flat-band limit.

**(a) Find the field leaving the atom, and the equation of motion of an arbitrary atomic operator $X$.**

*Solution.* The Heisenberg equation is $\dot b_\omega=i[H,b_\omega]$. The free field contributes $-i\omega b_\omega$. In the coupling, $[b_\omega^\dagger,b_{\omega'}]=-\delta(\omega-\omega')$, and the two factors $i$ multiply to $-1$, so the source term is positive:

$$
\dot b_\omega=-i\omega b_\omega+\sqrt{\frac{\Gamma}{2\pi}}\,\sigma_-(t).
$$

Integration from an initial time $t_0$ gives

$$
b_\omega(t)=e^{-i\omega(t-t_0)}b_\omega(t_0)
+\sqrt{\frac{\Gamma}{2\pi}}\int_{t_0}^{t}ds\,e^{-i\omega(t-s)}\sigma_-(s).
$$

The freely evolving field that arrives at the atom at time $t$ is

$$
b_{\rm in}(t)=\frac1{\sqrt{2\pi}}\int d\omega\,e^{-i\omega(t-t_0)}b_\omega(t_0),
\qquad [b_{\rm in}(t),b_{\rm in}^\dagger(t')]=\delta(t-t').
$$

The commutator follows from the mode commutator and $\int d\omega\,e^{-i\omega(t-t')}=2\pi\delta(t-t')$. Summing the solution over frequency gives the field at the atom,

$$
B(t)\equiv\frac1{\sqrt{2\pi}}\int d\omega\,b_\omega(t)
=b_{\rm in}(t)+\sqrt\Gamma\int_{t_0}^{t}ds\,\delta(t-s)\sigma_-(s)
=b_{\rm in}(t)+\frac{\sqrt\Gamma}{2}\sigma_-(t).
$$

The delta function sits at the end of the integration range. It is the limit of a symmetric peak of finite width, so half of its weight lies inside the range. This gives the factor $1/2$.

The same equation can be integrated backwards from a time $t_1>t$, after the light has left:

$$
b_\omega(t)=e^{-i\omega(t-t_1)}b_\omega(t_1)
-\sqrt{\frac{\Gamma}{2\pi}}\int_t^{t_1}ds\,e^{-i\omega(t-s)}\sigma_-(s).
$$

Let $b_{\rm out}(t)=(2\pi)^{-1/2}\int d\omega\,e^{-i\omega(t-t_1)}b_\omega(t_1)$ be the outgoing field. Summing over frequency again gives $B=b_{\rm out}-\frac{\sqrt\Gamma}{2}\sigma_-$. Equating the two expressions for $B$,

$$
b_{\rm out}(t)=b_{\rm in}(t)+\sqrt\Gamma\,\sigma_-(t).
$$

The outgoing field is the incoming field plus the field radiated by the atomic dipole. The outgoing operators have the same delta-function commutator as the incoming ones, since they are built in the same way from the modes at $t_1$. Hence $b_{\rm out}^\dagger b_{\rm out}$ is a photon number per unit time. It counts the scattered photons, because the laser amplitude was shifted out of the modes. Where laser light and scattered light overlap, they interfere, and the total photon flux is in general not the sum of the two separate fluxes. The detectors considered here are placed outside the laser beam. The propagation time to a detector shifts all times equally and is omitted.

For an atomic operator $X$, the coupling contributes

$$
i\cdot i\sqrt\Gamma\left(B^\dagger[\sigma_-,X]-[\sigma_+,X]B\right)
=\sqrt\Gamma\,B^\dagger[X,\sigma_-]-\sqrt\Gamma\,[X,\sigma_+]B .
$$

At equal times the field operators $b_\omega(t)$ commute with atomic operators, which permits placing $B^\dagger$ on the left and $B$ on the right. With this order fixed, inserting $B=b_{\rm in}+\frac{\sqrt\Gamma}{2}\sigma_-$ yields

$$
\dot X=i[H_A,X]
+\left(\sqrt\Gamma\,b_{\rm in}^\dagger+\frac\Gamma2\sigma_+\right)[X,\sigma_-]
-[X,\sigma_+]\left(\sqrt\Gamma\,b_{\rm in}+\frac\Gamma2\sigma_-\right).
$$

In this order, the terms with $\Gamma/2$ come from the atom's own radiated field, and those with $b_{\rm in}$ come from the incoming field. Another operator order would divide the same total differently.

**(b) Obtain closed equations for the mean excitation and the dipole component driven by the laser. Find the steady excitation and the photon emission rate.**

*Solution.* First take $X=n$. The needed commutators are $[n,\sigma_-]=-\sigma_-$ and $[n,\sigma_+]=\sigma_+$. The Hamiltonian part is

$$
i[H_A,n]=\frac{i\Omega}{2}\left([\sigma_+,n]+[\sigma_-,n]\right)
=\frac{i\Omega}{2}(\sigma_--\sigma_+)=\frac\Omega2v,
\qquad v\equiv i(\sigma_--\sigma_+).
$$

The damping part is $-\frac\Gamma2\sigma_+\sigma_--\frac\Gamma2\sigma_+\sigma_-=-\Gamma n$. Therefore

$$
\dot n=-\Gamma n+\frac\Omega2v-\sqrt\Gamma\left(b_{\rm in}^\dagger\sigma_-+\sigma_+b_{\rm in}\right).
$$

Next take $X=v$. Its Hamiltonian part follows from

$$
i[H_A,\sigma_-]=\frac{i\Omega}{2}(2n-1),\qquad
i[H_A,\sigma_+]=-\frac{i\Omega}{2}(2n-1).
$$

Subtracting the second from the first and multiplying by $i$ gives $i\cdot i\Omega(2n-1)=\Omega(1-2n)$. For the damping,

$$
[v,\sigma_-]=-i[\sigma_+,\sigma_-]=i(1-2n),\qquad
[v,\sigma_+]=i[\sigma_-,\sigma_+]=i(1-2n).
$$

Since $\sigma_+n=0$ and $n\sigma_-=0$, the damping part is

$$
\frac\Gamma2\left[i\sigma_+(1-2n)-i(1-2n)\sigma_-\right]
=\frac{i\Gamma}{2}(\sigma_+-\sigma_-)=-\frac\Gamma2v .
$$

The equation is thus

$$
\dot v=-\frac\Gamma2v+\Omega(1-2n)
+i\sqrt\Gamma\left[b_{\rm in}^\dagger(1-2n)-(1-2n)b_{\rm in}\right].
$$

Let $|\Psi\rangle$ be the Heisenberg state, a product of some initial atomic state and the field vacuum. Mixed atomic states are averages over such products. Because $b_{\rm in}|\Psi\rangle=0$ and $\langle\Psi|b_{\rm in}^\dagger=0$, every noise term has zero mean:

$$
\frac{d}{dt}\langle n\rangle=-\Gamma\langle n\rangle+\frac\Omega2\langle v\rangle,\qquad
\frac{d}{dt}\langle v\rangle=-\frac\Gamma2\langle v\rangle+\Omega(1-2\langle n\rangle).
$$

With the laser off, $\langle n\rangle$ decays as $e^{-\Gamma t}$, so $\Gamma$ is the population decay rate and $1/\Gamma$ the lifetime. The dipole decays at half this rate, with no additional dephasing.

The coefficient matrix of the homogeneous equations,

$$
\begin{pmatrix}-\Gamma&\Omega/2\\-2\Omega&-\Gamma/2\end{pmatrix},
$$

has trace $-3\Gamma/2<0$ and determinant $\Gamma^2/2+\Omega^2>0$. Both eigenvalues therefore have negative real parts, and the means approach a unique steady state. Setting the first derivative to zero gives $v_s=2\Gamma n_s/\Omega$. The second equation then becomes

$$
-\frac{\Gamma^2n_s}{\Omega}+\Omega(1-2n_s)=0,
\qquad
n_s=\frac{\Omega^2}{\Gamma^2+2\Omega^2}.
$$

For weak driving $n_s\approx\Omega^2/\Gamma^2$. For strong driving it approaches $1/2$. In the steady state the excitation supplied by the laser per unit time, $\Omega v_s/2$, balances the emission rate. The latter is

$$
R=\langle b_{\rm out}^\dagger b_{\rm out}\rangle=\Gamma n_s,
$$

because $b_{\rm out}(t)|\Psi\rangle=\sqrt\Gamma\,\sigma_-(t)|\Psi\rangle$.

**(c) Express the joint rate for detecting photons at $t$ and $t+\tau$ through atomic operators. Show that a constant detection efficiency cancels after normalization.**

*Solution.* A detection at $t$ removes a photon, represented by $b_{\rm out}(t)$. A later detection applies $b_{\rm out}(t+\tau)$. The joint rate is the squared norm of the resulting vector:

$$
G_2(\tau)=\langle b_{\rm out}^\dagger(t)b_{\rm out}^\dagger(t+\tau)
b_{\rm out}(t+\tau)b_{\rm out}(t)\rangle .
$$

The steady state is assumed to have been reached, so this depends on $\tau$ alone. The normalized correlation is $g_2(\tau)=G_2(\tau)/R^2$. Statistically independent detections would give $g_2=1$.

The incoming field at a later time has not yet met the atom. According to the equation in (a), an atomic operator $X(t)$ is built from initial atomic operators and from $b_{\rm in}(s)$ and $b_{\rm in}^\dagger(s)$ with $s\le t$. For $t'>t$, $b_{\rm in}(t')$ commutes with all of these, since $\delta(t'-s)=0$. Hence

$$
[b_{\rm in}(t'),X(t)]=0,\qquad t'>t .
$$

For $\tau>0$ this gives

$$
\begin{aligned}
b_{\rm out}(t+\tau)b_{\rm out}(t)|\Psi\rangle
&=\sqrt\Gamma\left[b_{\rm in}(t+\tau)+\sqrt\Gamma\,\sigma_-(t+\tau)\right]\sigma_-(t)|\Psi\rangle\\
&=\sqrt\Gamma\,\sigma_-(t)b_{\rm in}(t+\tau)|\Psi\rangle
+\Gamma\,\sigma_-(t+\tau)\sigma_-(t)|\Psi\rangle .
\end{aligned}
$$

The first term vanishes on the vacuum. Taking the squared norm of the second,

$$
G_2(\tau)=\Gamma^2\langle\sigma_+(t)\,n(t+\tau)\,\sigma_-(t)\rangle .
$$

The value at $\tau=0$ is defined by continuity. The operator order matters: the earlier lowering operator acts first on the state, and the excitation is measured afterwards.

A real detector collects part of the light. Its field can be written $d=\sqrt\eta\,b_{\rm out}+\sqrt{1-\eta}\,c$, where $c$ belongs to modes uncoupled to the atom. If the detector receives no laser light, $c$ is in vacuum, commutes with the atomic operators and contributes nothing to the ordered averages. The single rate is then $\eta R$ and the joint rate is $\eta^2G_2$. For two detectors with efficiencies $\eta_1$ and $\eta_2$, the joint rate carries $\eta_1\eta_2$, as does the product of the single rates. In both cases the efficiency cancels from $g_2$.

**(d) Derive the evolution after the first detection, without assuming a rule for two-time averages.**

*Solution.* Define the sandwiched averages

$$
N(\tau)=\langle\sigma_+(t)n(t+\tau)\sigma_-(t)\rangle,\qquad
V(\tau)=\langle\sigma_+(t)v(t+\tau)\sigma_-(t)\rangle .
$$

Place the operator equations of (b), taken at $t+\tau$, between $\sigma_+(t)$ and $\sigma_-(t)$. In a noise term with $b_{\rm in}(t+\tau)$ at its right end, this operator passes through the earlier $\sigma_-(t)$ and annihilates $|\Psi\rangle$. In a term with $b_{\rm in}^\dagger(t+\tau)$ at its left end, that operator passes through $\sigma_+(t)$ and annihilates $\langle\Psi|$. All noise terms vanish. The number $1$ in the equation for $v$ becomes $\langle\sigma_+(t)\sigma_-(t)\rangle=n_s$. Consequently

$$
\frac{dN}{d\tau}=-\Gamma N+\frac\Omega2V,\qquad
\frac{dV}{d\tau}=-\frac\Gamma2V+\Omega(n_s-2N).
$$

This is the regression rule for the present problem: two-time averages obey the equations of the one-time means. The derivation uses the memoryless coupling, which lets $b_{\rm in}(t+\tau)$ pass through the earlier atomic operators, and the vacuum input, which then removes the noise terms.

At zero delay, $\sigma_-^2=\sigma_+^2=0$ gives

$$
N(0)=\langle\sigma_+\sigma_+\sigma_-\sigma_-\rangle=0,\qquad
V(0)=i\langle\sigma_+\sigma_-\sigma_--\sigma_+\sigma_+\sigma_-\rangle=0 .
$$

Now set $p=N/n_s$ and $q=V/n_s$. Division by $n_s$ restores the source term $\Omega$:

$$
p'=-\Gamma p+\frac\Omega2q,\qquad
q'=-\frac\Gamma2q+\Omega(1-2p),\qquad p(0)=q(0)=0 .
$$

These are the mean equations of (b) for an atom starting in $|g\rangle$, where the means of $n$ and $v$ vanish. Thus $p(\tau)$ is the excited population at time $\tau$ after a start in the ground state. Moreover,

$$
g_2(\tau)=\frac{\Gamma^2n_sp(\tau)}{(\Gamma n_s)^2}=\frac{p(\tau)}{n_s}.
$$

The first detection leaves the atom in its ground state. A second photon can follow after the laser has begun to excite it again.

The photon correlation has been reduced to the excited population of an atom that starts in its ground state, divided by the steady population: $g_2(\tau)=p(\tau)/n_s$. It remains to solve the equations for $p$ and $q$, to prove antibunching and compare it with classical light, and to examine limiting cases, experimental imperfections and a numerical example.
